\section*{Classical Phonon Radiation Limit of Interface Conductance}

\section*{Question}

An amorphous phase-change film has an atomic density of $3\times10^{28}\,\mathrm{m^{-3}}$, one longitudinal sound speed of $2250\,\mathrm{m/s}$ and two transverse speeds of $1350\,\mathrm{m/s}$. If every phonon that reaches its surface crosses into the electrode, how large is the thermal conductance of the interface in the classical limit? How does it scale with density, speed and temperature, and how closely could a real contact approach it?

\section*{Answer}

\subsection*{What is being counted}

Let the film fill the half-space $z<0$ and the electrode $z>0$. Phonons arriving from the film have a Bose distribution at temperature $T_1$, and those arriving from the electrode have one at $T_2$. These are emission temperatures: they describe the incoming phonons and not the mixture of incoming and outgoing phonons beside the interface. The conductance $h$ is defined by
\begin{equation}
q=h(T_1-T_2),
\end{equation}
where $q$ is the net heat flux towards positive $z$ and the temperature difference is small.

The film is described by three isotropic Debye branches $j$, with $\omega=v_jk$. Each branch holds as many modes per volume as there are atoms, $n$. Since the density of allowed wavevectors is $1/(2\pi)^3$ per unit volume, the cutoff $k_D$ follows from
\begin{equation}
n=\frac{1}{(2\pi)^3}\,\frac{4\pi k_D^3}{3}=\frac{k_D^3}{6\pi^2},
\qquad k_D=(6\pi^2n)^{1/3}.
\label{eq:count}
\end{equation}
For the given density $k_D=12.1\,\mathrm{nm^{-1}}$.

\subsection*{From one-sided emission to conductance}

A phonon carries energy $\hbar\omega$ and approaches the interface with normal velocity $v_j\cos\theta$. Only the hemisphere $0\le\theta\le\pi/2$ moves towards it. With $n_B=1/(e^{\hbar\omega/k_BT}-1)$, the flux sent out by the film is
\begin{equation}
q_1(T)=\sum_j\int_{k_z>0}\frac{d^3k}{(2\pi)^3}\,
\hbar\omega\,n_B(\omega,T)\,v_j\cos\theta .
\end{equation}
The angular part of the integral is
\begin{equation}
2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .
\end{equation}
Dividing by the full solid angle $4\pi$ gives the factor $1/4$: half the modes move towards the interface, and their mean normal velocity is $v_j/2$. Therefore
\begin{equation}
q_1(T)=\sum_j\frac{v_j}{8\pi^2}\int_0^{k_D}k^2\hbar\omega\,n_B\,dk .
\label{eq:flux}
\end{equation}

At equal temperatures the electrode must send back the same flux, or heat would flow in equilibrium. With complete transmission from the film, heating the film by $\delta T$ while the electrode's incoming phonons stay unchanged thus gives a net flux $(dq_1/dT)\,\delta T$, provided that the transmission is elastic and independent of temperature. Thus $h=dq_1/dT$.

Define $u=\hbar\omega/k_BT$. Differentiating the occupation gives
\begin{equation}
\hbar\omega\frac{\partial n_B}{\partial T}=k_BE(u),\qquad
E(u)=\frac{u^2e^u}{(e^u-1)^2}
=\left[\frac{u/2}{\sinh(u/2)}\right]^2 .
\label{eq:bose}
\end{equation}
When $T$ is well above all Debye temperatures, $u\ll1$ and $E\to1$: each mode has heat capacity $k_B$. The remaining integral is $k_D^3/3=2\pi^2n$ by Eq.~\eqref{eq:count}, so
\begin{equation}
h=\sum_j\frac{k_Bv_j}{8\pi^2}\,2\pi^2n
=\frac{k_Bn}{4}\sum_jv_j .
\label{eq:main}
\end{equation}

For the film, $\sum_jv_j=2250+2(1350)=4950\,\mathrm{m/s}$, and
\begin{align}
h&=\frac{(1.381\times10^{-23})(3\times10^{28})}{4}(4950)
\;\mathrm{W/(m^2K)}\nonumber\\
&\simeq0.51\,\mathrm{GW/(m^2K)}=510\,\mathrm{MW/(m^2K)} .
\end{align}
The longitudinal branch supplies $0.233$ and each transverse branch $0.140\,\mathrm{GW/(m^2K)}$.

\subsection*{How it scales, and when the classical law fails}

At fixed speeds the classical result is proportional to density. At fixed density it is proportional to the sum of the speeds. It does not depend on temperature, because each mode keeps the heat capacity $k_B$.

The relevant Debye temperatures are $\theta_j=\hbar v_jk_D/k_B$: $208\,\mathrm{K}$ for the longitudinal branch and $125\,\mathrm{K}$ for the transverse ones. Expanding Eq.~\eqref{eq:bose} for small $u$ gives $E\simeq1-u^2/12$. With $x=k/k_D$ and $u=\theta_jx/T$, the reduction factor of a branch is
\begin{equation}
3\int_0^1x^2\left(1-\frac{\theta_j^2x^2}{12T^2}\right)dx
=1-\frac{\theta_j^2}{20T^2}.
\end{equation}
Weighting the branches by their speeds gives $0.984$ at $300\,\mathrm{K}$; the full integral gives $0.985$. Bose statistics therefore lower $h$ by about $1.5\%$, to $0.505\,\mathrm{GW/(m^2K)}$. At $900\,\mathrm{K}$ the reduction is about $0.2\%$ if density and speeds are held fixed.

The opposite limit, $T\ll\theta_j$, scales differently. The cutoff can be moved to infinity, and $k=uk_BT/(\hbar v_j)$ turns the derivative of Eq.~\eqref{eq:flux} into
\begin{align}
h_{\rm low}&=\sum_j\frac{k_B^4T^3}{8\pi^2\hbar^3v_j^2}
\int_0^\infty\frac{u^4e^u}{(e^u-1)^2}\,du\nonumber\\
&=\frac{\pi^2k_B^4T^3}{30\hbar^3}\sum_j\frac1{v_j^2}.
\end{align}
Integration by parts reduces the integral to $4\int_0^\infty u^3/(e^u-1)\,du=4\pi^4/15$. The conductance now grows as $T^3$, and slower branches contribute more, because they have more thermally occupied wavevectors. In the classical regime, with the same fixed number of modes in each branch, faster branches contribute more.

\subsection*{The choice of Debye cutoff}

Equation~\eqref{eq:main} gives all branches the same maximum wavevector. One may instead give them the same maximum frequency $\omega_c$ and require $3n$ modes in total. Branch $j$ then contains $N_j=\omega_c^3/(6\pi^2v_j^3)$ modes, and
\begin{equation}
\omega_c^3=\frac{18\pi^2n}{\sum_jv_j^{-3}} .
\end{equation}
Each branch contributes $k_BN_jv_j/4$, so this convention gives
\begin{equation}
h_c=\frac{k_B}{4}\frac{\omega_c^3}{6\pi^2}\sum_jv_j^{-2}
=\frac{3k_Bn}{4}\frac{\sum_jv_j^{-2}}{\sum_jv_j^{-3}} .
\end{equation}
The result is $0.45\,\mathrm{GW/(m^2K)}$, $13\%$ below the first value, because more of the modes are assigned to the slow branches. Both conventions support an estimate of about half a gigawatt; neither supports a third digit.

\subsection*{Dispersion is a much larger correction}

A Debye branch keeps its sound speed up to the cutoff. In a periodic lattice an acoustic branch usually flattens at short wavelength. A simple model with the same sound speed and number of modes is
\begin{equation}
\omega=\frac{2v_jk_D}{\pi}\sin\frac{\pi k}{2k_D},\qquad
v_{g,j}=\frac{d\omega}{dk}=v_j\cos\frac{\pi k}{2k_D}.
\end{equation}
The group velocity carries the energy, so it replaces $v_j$ in the flux. In the classical limit each branch is multiplied by
\begin{align}
F&=3\int_0^1x^2\cos\frac{\pi x}{2}\,dx\nonumber\\
&=3\left[\frac{2x^2}{\pi}\sin\frac{\pi x}{2}
+\frac{8x}{\pi^2}\cos\frac{\pi x}{2}
-\frac{16}{\pi^3}\sin\frac{\pi x}{2}\right]_0^1\nonumber\\
&=\frac6\pi-\frac{48}{\pi^3}\simeq0.36 .
\end{align}
The limit falls to $0.185\,\mathrm{GW/(m^2K)}$. The factor $x^2$ places most modes near the cutoff, where this model makes the group velocity small. In this model the group velocity vanishes over the whole cutoff sphere. At a crystal's zone boundary, phonons can still carry energy along the boundary, so the reduction can be weaker, but it depends on the lattice. Scalar nearest-neighbour models give $F\simeq0.5$--$0.6$ for simple cubic and $0.4$--$0.46$ for body-centred cubic lattices, but $0.34$--$0.38$ for face-centred cubic, close to the value found here.

\subsection*{Can the electrode accept all these phonons?}

Complete transmission from the film also needs enough outgoing modes in the electrode. To count them, convert the flux integral from wavevector to frequency. Since $v_{g,j}\,dk=d\omega$,
\begin{equation}
h=\frac{k_B}{2\pi}\int M_1(\omega)\,d\omega,\qquad
M_1(\omega)=\sum_j\frac{k_j(\omega)^2}{4\pi},
\label{eq:modes}
\end{equation}
where branches with no state at $\omega$ are omitted. $M_1$ is the number of film modes per area travelling towards the interface; $M_2$ is the corresponding number for the electrode.

For linear, elastic scattering, use amplitudes normalized to carry unit energy flux. Energy conservation then makes the scattering matrix unitary. Its columns have unit norm, so the transmission summed over all incident film modes cannot exceed their number. Its rows also have unit norm, so the same sum cannot exceed the number of outgoing electrode modes. Hence
\begin{equation}
h_{\rm el}\le\frac{k_B}{2\pi}\int\min(M_1,M_2)\,d\omega .
\label{eq:ceiling}
\end{equation}
The full one-sided limit can be reached elastically only if $M_2\ge M_1$ throughout the film's spectrum.

A stiff electrode does not meet this condition at low frequency. Take an atomic density of $6\times10^{28}\,\mathrm{m^{-3}}$ and speeds of $5000$, $3000$ and $3000\,\mathrm{m/s}$. Its own one-sided limit, again in the classical regime, is $2.28\,\mathrm{GW/(m^2K)}$, but much of that belongs to frequencies at which the film has no modes. The electrode's Debye temperatures are about $580$ and $350\,\mathrm{K}$, so at $300\,\mathrm{K}$ its limit is about $11\%$ lower. This changes the ceiling and local resistance below by only about $2\%$.

For Debye branches $M=(\omega^2/4\pi)\sum v^{-2}$, with the sum over branches present at $\omega$. Denote the film's longitudinal and transverse speeds by $v_L$ and $v_T$, and let
\begin{equation}
S=\frac1{5000^2}+\frac2{3000^2}
=2.62\times10^{-7}\,\mathrm{s^2/m^2}.
\end{equation}
Below the film's transverse cutoff $v_Tk_D$, its sum is $1.29\times10^{-6}\,\mathrm{s^2/m^2}$, so the electrode has fewer modes. Between $v_Tk_D$ and $v_Lk_D$ only the film's longitudinal branch remains. Its value $v_L^{-2}=1.98\times10^{-7}\,\mathrm{s^2/m^2}$ is smaller than $S$, so the film now sets the limit. The electrode's cutoffs lie above this whole range. Integrating $\omega^2$ over the two intervals gives the ceiling
\begin{align}
h_{\rm ceil}&=\frac{k_B}{24\pi^2}
\left[v_T^3k_D^3S+\frac{(v_L^3-v_T^3)k_D^3}{v_L^2}\right]\nonumber\\
&=\frac{k_Bn}{4}\left[v_T^3S+v_L-\frac{v_T^3}{v_L^2}\right].
\end{align}
The bracket is $645+2250-486=2409\,\mathrm{m/s}$, compared with $4950\,\mathrm{m/s}$ for the full limit. The ceiling is therefore $0.25\,\mathrm{GW/(m^2K)}$, $49\%$ of the one-sided result. This ceiling depends on the cutoff convention far more strongly than the one-sided limit does. With a common frequency cutoff $\omega_c$, all three film branches persist up to $\omega_c$ and the electrode limits the whole range. The ceiling is then $k_B\omega_c^3S/(24\pi^2)=(3k_Bn/4)\,S/\sum_jv_j^{-3}\simeq0.09\,\mathrm{GW/(m^2K)}$, only $20\%$ of that convention's one-sided limit. The values below use the common wavevector cutoff and carry this uncertainty of about a factor of three.

Using sinusoidal dispersion on both sides in Eq.~\eqref{eq:ceiling} lowers the ceiling to $0.082\,\mathrm{GW/(m^2K)}$. This is about one sixth of the original estimate; with the branch cutoffs $\omega_c/v_j$ of the common-frequency convention it would be $0.024\,\mathrm{GW/(m^2K)}$. It is still a ceiling within that model, since imperfect matching of the vibrations can reduce transmission further. Inelastic scattering, which changes phonon frequencies, is outside this bound and is not sized here.

\subsection*{Which temperature drop does $h$ describe?}

The emission-temperature drop remains finite even at an imaginary plane inside one uniform solid. Nothing is reflected there, so the local temperature should have no jump. A two-stream picture connects the two definitions. Assign one effective temperature to the incoming hemisphere and one to the outgoing hemisphere on each side, and take the local temperature as their mean. Each effective temperature is set by the energy flux of its stream. This is an approximation when transmission depends on frequency, because the outgoing phonons then have no single temperature.

Let $h_1$ and $h_2$ be the one-sided limits of film and electrode. The outgoing stream in the film carries less energy than the incoming one by $q$, so its temperature is $T_1-q/h_1$. In the electrode the outgoing stream has temperature $T_2+q/h_2$. The local temperatures are $T_1-q/(2h_1)$ and $T_2+q/(2h_2)$. Their difference, with $T_1-T_2=q/h_{\rm el}$, gives
\begin{equation}
\frac1{h_{\rm loc}}=\frac1{h_{\rm el}}-\frac1{2h_1}-\frac1{2h_2}.
\label{eq:local}
\end{equation}
For a transparent plane in one material, $h_{\rm el}=h_1=h_2$ and the local resistance vanishes, as required. At the Debye elastic ceiling of the film and electrode,
\begin{equation}
\frac1{h_{\rm loc}}=\frac1{0.2495}-\frac1{2(0.5126)}
-\frac1{2(2.278)}\simeq2.81\,\mathrm{m^2K/GW},
\end{equation}
or $h_{\rm loc}\simeq0.36\,\mathrm{GW/(m^2K)}$. This is above the elastic ceiling of $0.25\,\mathrm{GW/(m^2K)}$, though still below the film's one-sided limit. At the transparent plane, however, the local conductance is infinite while the one-sided limit stays finite. The radiation limit is therefore not a general upper bound on a conductance defined by local temperatures.

\subsection*{What it means for a memory cell}

The resistance corresponding to the classical limit is $1/h=1.95\,\mathrm{m^2K/GW}$. With a film conductivity of $0.2\,\mathrm{W/(m\,K)}$, the same resistance belongs to a film only $0.2/(0.5126\times10^9)\,\mathrm{m}=0.39\,\mathrm{nm}$ thick. A $5\,\mathrm{nm}$ film has a resistance of $25\,\mathrm{m^2K/GW}$ if Fourier's law still holds at that thickness.

Suppose that $100\,\mu\mathrm{W}$ crosses a contact of $100\,\mathrm{nm}$ by $100\,\mathrm{nm}$. The flux is $10^{-4}/10^{-14}=10^{10}\,\mathrm{W/m^2}$, or $10\,\mathrm{GW/m^2}$. The emission-temperature drop is $10/0.5126\simeq20\,\mathrm{K}$ at the classical limit, but about $120\,\mathrm{K}$ at the elastic ceiling with dispersion. For this second case the one-sided limits are $0.185$ and $0.36\times2.28\simeq0.82\,\mathrm{GW/(m^2K)}$. Equation~\eqref{eq:local} then gives a local resistance of about $9\,\mathrm{m^2K/GW}$ and a local drop near $90\,\mathrm{K}$. In the two-stream picture, this local resistance is the one to add to that of the film. With this dispersion model it is about a third of the film's $25\,\mathrm{m^2K/GW}$; weaker dispersion on both sides, or in the film alone, would give a smaller share, down to about a ninth for Debye branches on both sides, while weaker dispersion in the electrode alone would raise it slightly. With the common-frequency cutoff the same dispersion model gives about $38\,\mathrm{m^2K/GW}$, more than the film itself. The $0.39\,\mathrm{nm}$ figure alone therefore does not show that the interface is negligible.

A conducting film also offers an electronic path. Let $A$ be the electron transmission rate per area and energy, taken as constant near the Fermi energy. The electrical conductance per area is $1/\rho_c=e^2A$, where $\rho_c$ is the contact resistivity. With $\varepsilon$ the energy from the Fermi level and $f$ the Fermi function, the thermal conductance is
\begin{equation}
h_e=\frac AT\int\varepsilon^2\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon
=\frac{\pi^2k_B^2T}{3}A
=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\frac{T}{\rho_c}.
\end{equation}
For $\rho_c=10^{-8}\,\Omega\,\mathrm{cm^2}$ this is $0.007\,\mathrm{GW/(m^2K)}$ at $300\,\mathrm{K}$ and $0.022\,\mathrm{GW/(m^2K)}$ at $900\,\mathrm{K}$: $1.4\%$ and $4.3\%$ of the classical phonon limit. Against the dispersed elastic ceiling the shares are about $9\%$ and $27\%$, with phonon properties and $\rho_c$ held fixed. A constant $A$ leaves no thermoelectric coupling; a transmission that differs above and below the Fermi level would generally add it.

\subsection*{Comparison with a real contact}

The film parameters are rough typical values for amorphous $\mathrm{Ge_2Sb_2Te_5}$, and the electrode parameters are in the rough regime of tungsten. The contact resistivity is a rough value for a good contact to a conducting crystalline phase; it can differ greatly between contacts, and $h_e$ varies inversely with it. The $900\,\mathrm{K}$ figures show only the effect of temperature in the formulas, since the film would not remain the same glass there. The assumption most clearly broken by the real film is that all its vibrations are plane waves travelling at the sound speed. Many vibrations of a glass have no well-defined wavevector or group velocity. In the sinusoidal model, slower energy transport lowers the estimate by a factor near three. Other dispersion relations give other factors, and the model does not calculate the vibrations of a glass. The value of about $0.5\,\mathrm{GW/(m^2K)}$ is therefore a scale for one-sided emission, not a prediction for this contact. The numerical output below lists the values used.

\section*{Table of computed values}
\begin{verbatim}
Atomic density: 3e+28 m^-3
Longitudinal speed: 2250 m/s
Transverse speed, each of two: 1350 m/s
Sum of speeds: 4950 m/s
Debye wavevector: 12.11 nm^-1
Longitudinal Debye temperature: 208.1 K
Transverse Debye temperature: 124.9 K
Longitudinal share of h: 0.233 GW/(m^2 K)
Each transverse share of h: 0.1398 GW/(m^2 K)
Classical radiation limit h: 0.5126 GW/(m^2 K)
Same h in MW: 512.6 MW/(m^2 K)
Explicit wavevector sum for h: 0.5126 GW/(m^2 K)
h with common frequency cutoff: 0.4466 GW/(m^2 K)
Common cutoff / equal-count result: 0.8713
Bose/classical ratio at 300 K: 0.98455
High-T expansion of ratio at 300 K: 0.98433
Bose/classical ratio at 900 K: 0.99826
h with Bose statistics at 300 K: 0.5046 GW/(m^2 K)
Dispersion factor: 0.3618
h with dispersion: 0.1854 GW/(m^2 K)
Partner atomic density: 6e+28 m^-3
Partner longitudinal speed: 5000 m/s
Partner transverse speed: 3000 m/s
Partner one-sided limit: 2.278 GW/(m^2 K)
Elastic ceiling with partner: 0.2495 GW/(m^2 K)
Elastic ceiling / one-sided limit: 0.4867
Elastic ceiling with dispersion: 0.08245 GW/(m^2 K)
Local-temperature conductance at Debye elastic ceiling: 0.3554 GW/(m^2 K)
Interface resistance 1/h: 1.951 m^2 K/GW
Rough film conductivity: 0.2 W/(m K)
Equivalent film thickness: 0.3902 nm
Film thickness: 5 nm
Film resistance: 25 m^2 K/GW
Heating power: 100 uW
Contact side: 100 nm
Heat flux: 10 GW/m^2
Emission-temperature drop at h: 19.51 K
Drop at dispersed elastic ceiling: 121.3 K
Rough contact resistivity: 1e-08 ohm cm^2
Electronic conductance at 300 K: 0.007329 GW/(m^2 K)
Electronic conductance at 900 K: 0.02199 GW/(m^2 K)
Electronic/phonon-limit ratio at 300 K: 0.0143
Electronic/phonon-limit ratio at 900 K: 0.0429
\end{verbatim}
